Density of states and band tail of an electron in white noise

An electron of mass m moves on a line in a random potential:

H = −(ħ²/2m) d²/dx² + V(x).

V is Gaussian white noise with zero mean and

⟨V(x)V(x′)⟩ = γ δ(x−x′).

The constant γ has the unit energy² × length. White noise is understood as the limit of a smooth Gaussian potential whose correlation length goes to zero. Let N(E) be the number of levels below E per unit length and per spin, in the limit of infinite length. The problem is to find N(E) at every real E, to understand its tail below E = 0, and to decide whether that tail is an Urbach edge, meaning a density of states that is exponential in energy.

For numbers, take m = 0.3 electron masses and γ = 0.002 eV² nm. These are round model parameters and describe no particular material.

**(a) Find the units of length and energy in which the problem has no parameter left, with noise strength 2. Evaluate them for the example.**

Write x = s/κ, E = E0 e and V = E0 U, with E0 = ħ²κ²/2m. Each x derivative gives a factor κ, so the kinetic term carries the factor E0. After division by E0,

−ψ″ + Uψ = eψ,

where primes now denote d/ds. Because δ((s−s′)/κ) = κ δ(s−s′), the scaled noise obeys

⟨U(s)U(s′)⟩ = (γκ/E0²) δ(s−s′).

Setting the strength to 2 gives γκ = 2E0² = ħ⁴κ⁴/(2m²), hence

κ = (2m²γ/ħ⁴)^(1/3),
E0 = ħ²κ²/2m = (mγ²/2ħ²)^(1/3).

In the example ħ²/2m = 0.1270 eV nm². Since 2m²/ħ⁴ = 1/[2(ħ²/2m)²],

κ³ = 0.002/(2 × 0.1270²) = 0.0620 nm⁻³.

Thus κ = 0.3958 nm⁻¹, the unit of length is 1/κ = 2.53 nm, and E0 = 0.1270 × 0.3958² eV = 19.9 meV. Stronger noise or a heavier mass raises E0.

**(b) Show that N(E) can be found by counting zeros of one solution, and turn this into a problem for z = ψ′/ψ.**

Take a segment 0 < s < L with ψ = 0 at both ends. Let ψ(s,e) be the solution started with ψ(0) = 0 and ψ′(0) = 1, and let χ = ∂ψ/∂e. Differentiating the wave equation with respect to e gives

−χ″ + Uχ − eχ = ψ.

Multiply this by ψ, multiply the equation for ψ by χ, and subtract:

(χψ′ − ψχ′)′ = ψ².

Integrate from 0, where ψ = χ = 0, to a zero s₀ of ψ:

χ(s₀)ψ′(s₀) = ∫₀^{s₀} ψ² ds > 0.

The zero stays a zero as e changes, so ψ′ ds₀ + χ de = 0 and

ds₀/de = −χ/ψ′ = −∫₀^{s₀} ψ² ds / ψ′(s₀)² < 0.

Every zero moves left as e rises. Zeros cannot merge, since ψ and ψ′ would then vanish together, and they cannot reach s = 0, where the slope is 1. A new zero enters at s = L when ψ(L) = 0, which is the condition for a level. For e below the minimum of the smooth potential, ψ″ = (U−e)ψ keeps ψ positive and there are no zeros. Therefore the number of levels below e equals the number of zeros inside the segment.

For the logarithmic derivative,

z′ = ψ″/ψ − z² = −(z²+e) + U.

Near a zero, z ≈ 1/(s−s₀): it runs to −∞ on the left of s₀ and restarts from +∞ on the right. The noise beyond s₀ is independent of the noise before it, so the distances between successive zeros are independent and have the same distribution. If their mean T is finite, which part (d) confirms, the law of large numbers gives a zero density n = 1/T that is the same for almost every sample. In physical units N(E) = κ n(e).

**(c) Find the stationary probability density P(z).**

Over a short step δs, z changes by −(z²+e)δs plus a Gaussian kick of variance 2δs. For a smooth function f that vanishes at large |z|,

d⟨f⟩/ds = ⟨−(z²+e) f′(z) + f″(z)⟩.

The second term is half the variance rate times f″. Since the kick does not depend on z, the Ito and Stratonovich readings of the equation agree. Integration by parts gives

∂P/∂s = −∂J/∂z,  J = −(z²+e)P − ∂P/∂z.

In the stationary state J is constant. It is not zero: n trajectories per unit length leave at −∞ and return at +∞. They move towards negative z, so J = −n and

P′ + (z²+e)P = n.

With Φ(z) = z³/3 + ez this is (e^Φ P)′ = n e^Φ. The general solution contains C e^(−Φ), which diverges as z → −∞, so C = 0. Writing the integration variable as z−u,

P(z) = n ∫₀^∞ du exp{−[Φ(z)−Φ(z−u)]}.

From z³ − (z−u)³ = 3z²u − 3zu² + u³,

P(z) = n ∫₀^∞ du exp[−(uz² − u²z + u³/3 + eu)].

At large |z| the small values u ~ 1/z² dominate and P → n/z². The motion near a zero gives the same law: from z = 1/(s−s₀), the length spent between z and z+dz is dz/z² for each zero.

Random chains on a lattice of spacing 0.05/κ test this density. The probability of 0 < z < 1 at e = 0 is 0.330 from the formula and 0.335 from the chains. At e = −1 and e = 1 the chains are also higher, by about 0.002. All three agree within the allowed 0.01. The common sign comes from the lattice slope, which averages two neighbouring bonds. On a lattice of spacing h the slope jumps at each site by a kick of variance 2h. The continuum law corresponds to the incoming slope plus a kick of half that variance, h, whereas the average of the two bonds adds half the kick, of variance h/2. Its distribution is therefore slightly too narrow, by an amount proportional to h, and this raises the probability near the peak.

**(d) Normalize P and reduce the result to a single integral.**

The condition ∫P dz = 1 reads

1/n = ∫₋∞^∞ dz ∫₀^∞ du exp[−(uz² − u²z + u³/3 + eu)].

The integrand is positive, so the order of integration may be exchanged. Put z = w + u/2. Then

uz² − u²z = u(w² + uw + u²/4) − u²w − u³/2 = uw² − u³/4,

and adding u³/3 leaves uw² + u³/12. The integral over w is √(π/u), so that

1/n = √π ∫₀^∞ du u^(−1/2) exp(−eu − u³/12).

The factor u^(−1/2) is integrable at zero, and the cubic term secures convergence at large u for either sign of e. The mean distance T = 1/n is therefore finite at every energy.

**(e) Express N(E) through Airy functions.**

Define

I(x) = ∫₀^∞ dt t^(−1/2) exp(xt − t³/12),

so that 1/n = √π I(−e). The function √t exp(xt − t³/12) vanishes at both ends of the range, so its derivative integrates to zero:

0 = ∫₀^∞ dt [½ t^(−1/2) + x t^(1/2) − ¼ t^(5/2)] exp(xt − t³/12).

Each x derivative of I brings down one factor t. The three terms are thus I/2, xI′ and −I‴/4, and multiplication by −4 gives

I‴ − 4xI′ − 2I = 0.

Products of Airy functions obey the same equation. Let f″ = xf, g″ = xg and p = fg. Then

p″ = 2xp + 2f′g′,
p‴ = 2p + 2xp′ + 2x(fg′ + f′g) = 2p + 4xp′.

The products Ai², AiBi and Bi² are linearly independent, since a quadratic relation between them would force Ai/Bi to be constant. They span the solutions of this third-order equation, so

I = a Ai² + b AiBi + c Bi².

The constants follow from x = −X with X → ∞. Substituting t = v/X,

I(−X) = X^(−1/2) ∫₀^∞ dv v^(−1/2) exp[−v − v³/(12X³)] → √(π/X).

In the same limit, with θ = (2/3)X^(3/2) + π/4,

Ai(−X) ≈ sin θ/(√π X^(1/4)),  Bi(−X) ≈ cos θ/(√π X^(1/4)).

Comparing the two forms of I gives

a sin²θ + b sin θ cos θ + c cos²θ = π^(3/2)

for all phases θ. The phase θ = 0 gives c = π^(3/2), θ = π/2 gives a = π^(3/2), and θ = π/4 then gives b = 0. Hence I = π^(3/2)(Ai² + Bi²), and 1/n = π²(Ai² + Bi²) at argument −e. In physical units,

N(E) = κ / {π² [Ai²(−E/E0) + Bi²(−E/E0)]}.

The argument is minus the scaled energy: positive energies lie where the Airy functions oscillate, but the sum of squares removes the oscillation.

Level counts on 4000 random chains, each of counted length 800/κ, test the result without using the Fokker–Planck equation. At e = −2 they give n = 0.00935 ± 0.00005, against 0.00931 from the formula. At e = 3 they give 0.55448 ± 0.00009, against 0.55422. That difference of 0.00026 is three standard errors, but only 0.05% of n. A lattice effect of similar size is expected, as an estimate without disorder shows. On a free lattice of spacing h, e = (2−2cos kh)/h², so k ≈ √e (1 + h²e/24). With h = 0.05 and e = 3 the relative increase is 0.0003, or 0.00017 in n.

At E = 0 the formula gives N = 0.3958 × 0.20096 = 0.0795 nm⁻¹. A separate diagonalization in eV and nm found 478 levels below zero in 6000 nm, or 0.0797 nm⁻¹. Without disorder there would be none.

**(f) Find the density of states and both limits of N.**

Let F(x) = Ai²(x) + Bi²(x), so F′ = 2(AiAi′ + BiBi′). Differentiating 1/F(−e) produces two minus signs, one from the reciprocal and one from the argument. Therefore

ρ(E) = dN/dE = κF′(−e)/[π²E0 F(−e)²].

For e → +∞, small u dominates the integral of part (d), and exp(−u³/12) ≈ 1 − u³/12. Since Γ(7/2)/Γ(1/2) = 15/8,

1/n ≈ (π/√e)[1 − 5/(32e³)],
N ≈ (κ√e/π)[1 + 5/(32e³)].

The leading term is √(2mE)/(πħ), the free-electron result. At e = 50 the correction is 1.25 × 10⁻⁶, consistent with the numerical ratio 1.0000012.

For e = −x with x → +∞, the exponent xt − t³/12 has its maximum at t₀ = 2√x. There its value is 2x^(3/2) − (2/3)x^(3/2) = (4/3)x^(3/2), and its second derivative is −t₀/2 = −√x. The Gaussian integral around the maximum gives

I(x) ≈ (2√x)^(−1/2) √(2π/√x) exp[(4/3)x^(3/2)] = √(π/x) exp[(4/3)x^(3/2)].

Since 1/n = √π I(x),

N ≈ (κ/π) √x exp[−(4/3)x^(3/2)].

For the density of states, differentiate n = 1/[√π I(−e)] to get dn/de = n I′(x)/I(x). The extra factor t in I′ is t₀ = 2√x at leading order, so

ρ ≈ (2κ/πE0) x exp[−(4/3)x^(3/2)].

At e = −20 the full N and ρ are 0.998 and 0.995 of these forms. At e = −1 the full N is only 0.82 of its tail form, so the asymptotic law is poor near the old band edge.

The free density of states diverges as 1/√E at E = 0. Disorder makes it finite there: in the example ρ(0) = 2.91 eV⁻¹ nm⁻¹. It is 2.04 at −19.9 meV and 2.56 at +19.9 meV, in the same unit.

**(g) Which potential fluctuation produces a deep level, and why is the exponent (4/3)x^(3/2)?**

For noise of strength 2, a fluctuation U(s) has the weight exp(−S), with cost S = ¼∫U² ds. Seek the smallest S for a localized well whose ground level is −x. Its ground state has no zero, so z = ψ′/ψ is finite everywhere, and

U = z′ + z² − x.

Outside the well ψ decays as exp(−√x |s|), so z goes from +√x at the far left to −√x at the far right. Use (A+B)² = (A−B)² + 4AB with A = z′ and B = z² − x:

∫U² ds = ∫[z′ − (z²−x)]² ds + 4∫(z²−x) z′ ds.

The last term depends on the end values alone:

4[z³/3 − xz], taken from z = √x to z = −√x, equals 4[(2/3)x^(3/2) + (2/3)x^(3/2)] = (16/3)x^(3/2).

The first term cannot be negative. Therefore

S ≥ (4/3)x^(3/2),

which is the exponent of the tail. Equality requires z′ = z² − x. Its solution with the correct ends, apart from a shift of the centre, is z = −√x tanh(√x s), and the potential is

U = 2(z²−x) = −2x sech²(√x s).

The bound also has a meaning for the motion of z. Without noise, z′ = x − z², which holds z at the stable point +√x. To make a zero, the noise must carry z to the unstable point −√x, from where it can run to −∞. The cheapest path is the noise-free motion reversed in s.

For x = 1 the numerical level of the sech² well is −1.0000 and its cost 1.3333. The best of five Gaussian wells with the same level costs 1.3356, or 0.17% more. By the identity above, the excess cost is ¼∫[z′ − (z²−x)]² ds, so it is only of second order in a small change of the optimal shape at fixed level. A large change of shape can cost much more.

**(h) Is this tail an Urbach edge? State where the model fails.**

An Urbach edge has ρ ∝ exp(E/W) with constant W. Define the local slope energy W(E) = (d ln ρ/dE)⁻¹. From the tail form, ln ρ = ln x − (4/3)x^(3/2) + constant. Since d/de = −d/dx,

E0/W ≈ 2√x − 1/x,
W ≈ [E0/(2√x)] [1 + 1/(2x^(3/2))].

The neglected relative corrections to ρ begin at x^(−3/2), and their derivative, of order x^(−5/2), is smaller than both terms kept in E0/W. At x = 20 the bracket is 1.0056; the full density of states gives 1.0057.

W shrinks with depth, so the tail is not an Urbach edge. In the example W is 9.4 meV at E = −39.8 meV, 5.3 meV at −79.6 meV and 4.2 meV at −119.4 meV. Over a short range the curvature is mild: from −79.6 to −59.7 meV, ρ rises by a factor of 30 while W grows from 5.3 to 6.5 meV. A straight line on a logarithmic plot over such a range does not by itself establish an exponential law.

Dimension changes the exponent. In d dimensions a well of depth proportional to x and width proportional to 1/√x has

∫U² dᵈr ∝ x² · x^(−d/2) = x^(2−d/2).

This gives 3/2 for d = 1, 1 for d = 2 and 1/2 for d = 3. White noise in two dimensions thus suggests an exponential tail. This is a scaling estimate for the leading exponent; it was not tested here, and above one dimension white noise also needs a short-distance cutoff, because the second-order level shift contains ∫dᵈk/k², which diverges at large k for d = 2 and d = 3. The one-dimensional formula should not be fitted to a film in which electrons move in two or three dimensions.

Even on a line, white noise fails deep in the tail. The optimal well varies on the length 1/(κ√x), its full width at half depth being 1.76 times this, and the correlation length of the real potential must be much smaller. At e = −6 this length is 2.53/√6 = 1.0 nm, so a correlation length of a few tenths of a nanometre would already matter. Suppose the real potential is smooth and Gaussian with finite variance V0². A level below E needs a place where V < E, and such places become rare as exp[−E²/(2V0²)], to exponential accuracy. This falls faster than exp[−(4/3)|E/E0|^(3/2)], so at sufficient depth the white-noise formula predicts too many states.

Sample length sets another limit. At −79.6 meV, N = 5.7 × 10⁻⁶ nm⁻¹, so a line 1 mm long has on average about six levels per spin below that energy. At −119.4 meV, N = 9.4 × 10⁻¹⁰ nm⁻¹, or about one level per metre. The smooth density there is an average over a very long line or many samples.

Finally, N counts one-electron levels. An optical absorption edge also depends on the states of the other band, on matrix elements and on the attraction between electron and hole. None of these is in H, so W is a property of the density of states and not a predicted absorption slope. The numerical output lists N and ρ from the deep tail into the band, and W in the tail only.

Calculated quantities

```
Airy identity, largest relative error: 6.7e-16
Normalization, largest relative error: 2.4e-09
Chains: 4000, counted length of each: 800/kappa
Lattice spacing: 0.05/kappa
e | N/kappa formula | N/kappa chains | standard error
 -3.0 | 0.000514 | 0.000510 | 0.000013
 -2.0 | 0.009314 | 0.009347 | 0.000053
 -1.0 | 0.068638 | 0.068790 | 0.000122
  0.0 | 0.200962 | 0.201054 | 0.000143
  1.0 | 0.340414 | 0.340616 | 0.000124
  3.0 | 0.554216 | 0.554481 | 0.000086
e | probability of 0<z<1: formula | chains
 -1.0 | 0.3686 | 0.3710
  0.0 | 0.3304 | 0.3352
  1.0 | 0.2564 | 0.2587
N / free value at e=50: 1.0000012
N / tail formula at e=-20: 0.99765
density / tail formula at e=-20: 0.99485
slope energy / tail formula at e=-20: 1.00567
sech^2 well: level -1.00002 E0, cost 1.33333
best Gaussian well tried, same level: cost 1.33555
Example mass: 0.3 electron masses
Example gamma: 0.002 eV^2 nm
hbar^2/2m: 0.12700 eV nm^2
kappa: 0.39579 1/nm;  1/kappa: 2.5266 nm
E0: 19.894 meV
N(0) formula: 0.07954 1/nm
N(0) diagonalization: 0.07967 1/nm (478 levels)
e | E (meV) | N (1/nm) | density (1/(eV nm))
 -6.0 |  -119.37 | 9.3860e-10 | 2.2701e-07
 -4.0 |   -79.58 | 5.7041e-06 | 1.1074e-03
 -3.0 |   -59.68 | 2.0352e-04 | 3.3409e-02
 -2.0 |   -39.79 | 3.6863e-03 | 4.6065e-01
 -1.0 |   -19.89 | 2.7166e-02 | 2.0431e+00
  0.0 |     0.00 | 7.9539e-02 | 2.9146e+00
  1.0 |    19.89 | 1.3473e-01 | 2.5558e+00
  3.0 |    59.68 | 2.1935e-01 | 1.7849e+00
e | N / tail formula | slope energy (meV) | its tail formula (meV)
 -6.0 | 0.9851 | 4.212 | 4.061
 -4.0 | 0.9712 | 5.345 | 4.974
 -3.0 | 0.9519 | 6.498 | 5.743
 -2.0 | 0.8986 | 9.387 | 7.034
 -1.0 | 0.8180 | 23.533 | 9.947
```
